# The Energy-Transfer Limit in an Elastic Collision, Applied to Directional Etching

**Q.** An argon ion arrives at a nickel surface with 100 eV. I am told that momentum conservation stops it from giving all of that energy to one nickel atom. Why should momentum care about energy?

**A.** By itself it does not. Let the projectile have mass \(m\) and velocity \(\mathbf v\), and let the target, of mass \(M\), be at rest. Suppose the target leaves with the full incident velocity \(\mathbf v\). Momentum is conserved if the projectile leaves with \(\mathbf v-(M/m)\mathbf v\). The target energy would then be \(M/m\) times the incident energy. With masses of 39.95 u for Ar and 58.69 u for Ni, that is 147 eV out of 100 eV. Momentum conservation permits this; energy conservation forbids it.

Energy conservation alone is also too weak, since it would permit a transfer of all 100 eV. The ion would then stop, and the nickel atom would have to carry its whole momentum \(mv\). But an atom with that momentum has kinetic energy
\[
\frac{(mv)^2}{2M}=\frac{m}{M}\,\frac{mv^2}{2},
\]
which is 68 eV here, not 100 eV. The limit comes from imposing both laws together.

**Q.** Then impose both. What exactly are you assuming?

**A.** The two particles interact only with each other, they move slowly compared with light, and the target is free and initially at rest. The collision is elastic: long before and long after it, when the interaction energy is negligible, the total kinetic energy is the same. During the collision some of that energy is stored in the repulsion, which does not affect the balance between initial and final states.

Let \(\mathbf v'\) be the final projectile velocity and \(\mathbf V\) the recoil velocity. Momentum conservation, \(m\mathbf v=m\mathbf v'+M\mathbf V\), gives
\[
\mathbf v'=\mathbf v-\frac{M}{m}\mathbf V .
\]
Let \(\varphi\) be the angle between \(\mathbf V\) and \(\mathbf v\). Squaring gives
\[
v'^2=v^2-\frac{2M}{m}vV\cos\varphi+\frac{M^2}{m^2}V^2 .
\]
Energy conservation, multiplied by two, is \(mv^2=mv'^2+MV^2\). After substitution the terms \(mv^2\) cancel:
\[
0=-2MvV\cos\varphi+\frac{M^2}{m}V^2+MV^2 .
\]
One solution is \(V=0\), meaning no collision. For \(V\neq0\), division by \(MV\) gives
\[
V\left(1+\frac{M}{m}\right)=2v\cos\varphi,
\qquad
V=\frac{2m}{m+M}\,v\cos\varphi .
\]
With \(E=mv^2/2\), the energy received by the target is
\[
T=\frac{M V^2}{2}
=\frac{M}{2}\,\frac{4m^2v^2\cos^2\varphi}{(m+M)^2}
=\frac{4mM}{(m+M)^2}\,E\cos^2\varphi .
\]
Because \(\cos^2\varphi\le1\),
\[
T\le\gamma E,\qquad \gamma=\frac{4mM}{(m+M)^2}.
\]

**Q.** That is an upper bound. Is it ever reached?

**A.** Yes, in a head-on collision, where \(\varphi=0\). The final velocities are then
\[
V=\frac{2m}{m+M}v,\qquad
v'=v-\frac{M}{m}V=\frac{m-M}{m+M}v .
\]
For Ar on Ni,
\[
\gamma=\frac{4(39.95)(58.69)}{(98.64)^2}=0.964,
\]
so 100 eV can deliver 96.4 eV. The ion arrives at 22.0 km/s and rebounds at 4.2 km/s, keeping 3.6 eV. The nickel atom leaves at 17.8 km/s. The rebound matters in the momentum balance: the nickel atom carries more momentum than the ion brought in, and the ion's backward momentum makes up the difference.

**Q.** Few ions hit an atom head-on. What does a glancing collision do?

**A.** It is easiest to describe through the relative velocity. Let \(\mathbf g\) and \(\mathbf g'\) be the projectile velocity minus the target velocity, before and after. The centre-of-mass velocity is \(\mathbf V_c=m\mathbf v/(m+M)\). From the definitions of \(\mathbf V_c\) and \(\mathbf g'\), the final target velocity is
\[
\mathbf V=\mathbf V_c-\frac{m}{m+M}\mathbf g'
=\frac{m}{m+M}(\mathbf v-\mathbf g').
\]
The centre-of-mass kinetic energy is fixed by momentum conservation, so an elastic collision leaves the relative kinetic energy, and hence the relative speed, unchanged: \(g'=g=v\). If the collision turns the relative velocity through an angle \(\theta\) between 0 and \(\pi\), then
\[
|\mathbf v-\mathbf g'|^2=2v^2(1-\cos\theta)
=4v^2\sin^2\frac{\theta}{2},
\]
and therefore
\[
T=\frac M2\,\frac{m^2}{(m+M)^2}\,4v^2\sin^2\frac\theta2
=\gamma E\sin^2\frac{\theta}{2}.
\]
Comparison with the earlier result gives \(\cos\varphi=\sin(\theta/2)\), because \(\cos\varphi\) cannot be negative. Hence \(\varphi=(\pi-\theta)/2\).

The force law decides which \(\theta\) belongs to a given impact parameter \(b\), the sideways offset of the incoming path. It does not enter the relation between \(\theta\) and \(T\). For the ZBL universal potential, a screened Coulomb repulsion, the 100 eV Ar–Ni results are:

| \(b\) (nm) | \(\theta\) (deg) | \(\varphi\) (deg) | \(T\) (eV) |
|---:|---:|---:|---:|
| 0 | 180.0 | 0.0 | 96.4 |
| 0.030 | 140.9 | 19.5 | 85.6 |
| 0.080 | 81.4 | 49.3 | 41.0 |

Here \(T\) and \(\varphi\) come from integrating Newton's equations for both atoms, while \(\theta\) comes separately from the classical scattering integral. In all three cases both expressions for \(T\) agree with the integrated recoil energy to within 0.001 eV. The off-centre entries themselves depend on the screening function: at \(b=0.080\) nm the Molière form gives \(\theta=89.9^\circ\) and \(T=48.1\) eV instead of \(81.4^\circ\) and 41.0 eV.

**Q.** What has this to do with directional etching?

**A.** Since \(V\) is positive, \(\cos\varphi\) must be positive. The first recoil therefore has a forward component along the ion's path. At normal incidence on a flat surface it starts into the solid, so removing an atom requires further collisions or other forces to turn momentum outward. At oblique incidence a first recoil can already point out of the surface.

The sideways motion is also limited. The part of the recoil energy associated with velocity perpendicular to the ion's path is
\[
T_\perp=T\sin^2\varphi
=\gamma E\cos^2\varphi\sin^2\varphi
=\frac{\gamma E}{4}\sin^2 2\varphi
\le\frac{\gamma E}{4}.
\]
For this ion it is at most 24.1 eV, reached at \(\varphi=45^\circ\). This concerns the first recoil; later collisions can spread the motion over other directions.

**Q.** Your ion transfers almost everything. Is the limit then of any practical importance?

**A.** It depends on the mass ratio. Subtracting \(\gamma\) from one gives
\[
1-\gamma=\frac{(m+M)^2-4mM}{(m+M)^2}
=\left(\frac{m-M}{m+M}\right)^2 .
\]
The right side is never negative and vanishes only for equal masses. That is the one case in which a head-on collision transfers all the energy. Near equality the loss of efficiency is quadratic in the mass difference, which is why Ar and Ni, though clearly different in mass, still give 0.964.

For a very light projectile, \(m\ll M\), the denominator tends to \(M^2\), so \(\gamma\simeq4m/M\). The target recoils slowly and the projectile bounces back with nearly its initial speed. For a very heavy projectile, \(m\gg M\), \(\gamma\simeq4M/m\): the target leaves at nearly \(2v\), but its small mass gives it little energy.

With the target fixed as Ni and the projectile energy fixed at 100 eV, the maximum transfers are 23.9 eV for He, 76.2 eV for Ne, 96.4 eV for Ar and 85.4 eV for Xe. The decline from Ar to Xe shows that a heavier ion is not necessarily better at transferring energy in one collision. An electron of 100 eV can transfer only 3.7 meV to the motion of a nickel atom by this mechanism. Electrons may still change a surface by exciting its electrons, which is a different process.

**Q.** Can I turn this into a minimum ion energy for etching?

**A.** You can turn it into a necessary condition for one energy transfer. To give a resting atom an energy \(U\) in one elastic collision, one needs \(\gamma E\ge U\), or
\[
E\ge\frac{U}{\gamma}.
\]
Take \(U=4.4\) eV as a rough binding energy for nickel. The required energy is \(4.4/0.239=18.4\) eV for He and \(4.4/0.964=4.6\) eV for Ar.

These are not sputtering thresholds. At normal incidence the recoil initially moves inward, and turning it round costs energy. Chemical modification can also change \(U\), and reactions can remove atoms without such a collision. The condition compares projectiles for one stated transfer; it does not predict an etch rate.

**Q.** You put the target at rest. Surface atoms vibrate.

**A.** Then the limit must be generalized. Give the target initial velocity \(\mathbf u\), so that
\[
\mathbf g=\mathbf v-\mathbf u,\qquad
\mathbf V_c=\frac{m\mathbf v+M\mathbf u}{m+M}.
\]
The target velocity is \(\mathbf V_c-m\mathbf g/(m+M)\) before the collision and \(\mathbf V_c-m\mathbf g'/(m+M)\) after it. In the difference of their squares, the terms in \(g^2\) and \(g'^2\) cancel because \(g'=g\). With the reduced mass \(\mu=mM/(m+M)\), the target's energy gain is
\[
\Delta K=\mu\,\mathbf V_c\cdot(\mathbf g-\mathbf g').
\]
It is largest when \(\mathbf g'\) points opposite to \(\mathbf V_c\):
\[
\Delta K_{\max}=\mu\left(|\mathbf V_c|\,|\mathbf g|+\mathbf V_c\cdot\mathbf g\right).
\]
For \(\mathbf u=0\) this is \(2\mu mv^2/(m+M)=\gamma E\), as it should be.

Now let the target move slowly along the ion's path, with \(u>0\) when it moves away from the ion. Then
\[
\begin{aligned}
\Delta K_{\max}
&=\frac{2\mu}{m+M}(mv+Mu)(v-u)\\
&=\gamma E+\frac{2\mu}{m+M}\left[(M-m)vu-Mu^2\right].
\end{aligned}
\]
At 300 K the classical root-mean-square velocity of Ni along one direction, \(\sqrt{k_BT_s/M}\) with \(T_s\) the surface temperature, is 206 m/s. The maximum gain becomes 96.8 eV for motion away from the ion and 96.0 eV for motion towards it. The shift is about 0.4 eV, or between 0.4% and 0.5% of the resting-target limit.

**Q.** The ion gives more energy to an atom that is running away from it?

**A.** Here, yes. The relative speed is smaller, so the impulse is smaller. But the atom is already moving in the direction of the push, and a given impulse then does more work on it. The factor \(M-m\) shows that, to first order in \(u\), the second effect wins when the target is the heavier particle. For \(M<m\) the sign is reversed.

**Q.** Real ions and atoms also have electrons. What if the collision is not elastic?

**A.** Let \(Q\) be the kinetic energy converted to internal energy, with the target again at rest. Momentum conservation leaves \(\mathbf V_c\) unchanged, so \(Q\) must come from the relative kinetic energy
\[
E_c=\frac{\mu v^2}{2}=\frac{M}{m+M}E .
\]
Thus \(\mu g'^2/2=E_c-Q\), and
\[
g'=v\sqrt{1-\frac{Q}{E_c}} .
\]
The recoil velocity is still \(m(\mathbf v-\mathbf g')/(m+M)\). Its magnitude is greatest when \(\mathbf g'\) is opposite to \(\mathbf v\), which gives
\[
T_{\max}(Q)=\frac M2\,\frac{m^2(v+g')^2}{(m+M)^2}
=\gamma E\left[\frac{1+\sqrt{1-Q/E_c}}{2}\right]^2 .
\]
In the example \(E_c=59.5\) eV. An assumed loss \(Q=10\) eV makes the square root 0.912 and lowers the maximum to 88.1 eV. Part of the loss is borne by the projectile, so the target's maximum falls by 8.3 eV rather than 10 eV.

If internal energy is released instead, \(Q\) is negative. For \(Q=-10\) eV the maximum is 104.3 eV, more than the incident kinetic energy. There is no contradiction, since the extra energy was stored internally. The value 10 eV is chosen to show the size of the effect; it is not a calculated loss for this collision.

**Q.** Suppose an oxygen atom sits between the ion and the nickel. Surely an extra collision can only waste energy?

**A.** Not always: whether it helps or hinders the transfer to nickel depends on the three masses. Consider two separate, head-on elastic collisions, with the middle atom of mass \(x\) free and initially at rest. The fraction the final target has received after these two collisions is \(\gamma(m,x)\gamma(x,M)\). To compare it with \(\gamma(m,M)\), write \(r=M/m\):
\[
\gamma(m,M)=\frac{4r}{(1+r)^2}
=\frac{4}{(r^{1/2}+r^{-1/2})^2}
=\frac{1}{\cosh^2(\tfrac12\ln r)} .
\]
Define \(a=\tfrac12\ln(x/m)\) and \(c=\tfrac12\ln(M/x)\). Their sum does not depend on \(x\). The two-step fraction is \(1/(\cosh a\cosh c)^2\), where
\[
\cosh a\cosh c=\frac{\cosh(a+c)+\cosh(a-c)}{2}.
\]
The direct fraction is \(1/\cosh^2(a+c)\). The two-step route is therefore better when \(\cosh(a-c)<\cosh(a+c)\), that is, when \(ac>0\). This means that \(x\) lies between \(m\) and \(M\). The best choice is \(a=c\), or \(x=\sqrt{mM}\).

Oxygen, at 16.0 u, lies between He and Ni. It raises the fraction from 0.239 to 0.431, close to the best two-step value of 0.4313 at 15.3 u. For Ar, oxygen is lighter than both partners, and the two-step fraction is only 0.550, against 0.964 for the direct collision. Each of the two collisions still obeys its own limit. For Ar, however, 0.550 is not the final transfer in a free row of three atoms. The argon is still moving forward when the oxygen rebounds from the nickel, so the two meet again, and the oxygen then strikes the nickel a second time and gives it more energy. A real oxide layer has bonds and off-centre collisions, so these fractions are not predictions for such a layer.

**Q.** Then the nickel atom is not free either. It has neighbours.

**A.** No, and the neighbours can take up energy while the ion is still pushing. As an estimate, let the ion strike the end of a straight row of six Ni atoms spaced by 0.249 nm, the nearest-neighbour distance for a rough lattice constant of 0.352 nm. Neighbouring Ni atoms repel when compressed, with the ZBL repulsion shifted so that energy and force vanish at the initial spacing. The row has no cohesion and no sideways neighbours, and it represents only an impact along a close-packed line of atoms. In such a bare row a wider spacing weakens the effect of the neighbours. This does not carry over to a crystal, where neighbours off the ion's line also resist the recoil.

The ion loses 95.5 eV to the row, close to the isolated-atom value of 96.4 eV. The first Ni atom, however, reaches a peak kinetic energy of only about 82 eV, some 15% below the limit. This figure depends on the assumed Ni–Ni repulsion, ranging from about 12% for a Morse form to 17% for a Molière form. In a small fcc half-crystal with the same ZBL repulsion it is about 20% for normal incidence on the (100), (110) and (111) faces alike. With a single Ni atom in place of the row, the same calculation returns the ion's energy loss to within 0.001 eV of \(\gamma E\), so the reduction comes from the coupling to the other atoms. At the peak, most of the remaining energy, about 16 eV, is stored in the repulsions; the ion has about 2 eV of kinetic energy and the other Ni atoms only about 0.2 eV.

**Q.** How far, then, would you trust 96.4 eV for a real etching process?

**A.** As the ceiling for one idealized collision, not as the energy of every struck atom. On a real surface the assumption of an isolated, free target is broken, and in the row model this lowers the first atom's peak energy by about 15%, and by about 20% when off-axis neighbours are included. The assumed 10 eV electronic loss lowers the limit by 9%, and thermal motion along the ion's path at the one-direction root-mean-square velocity of 206 m/s shifts it by less than 0.5%. Relativity is negligible, with \(E/(mc^2)\) about \(3\times10^{-9}\). These estimates were made separately and should not simply be added. A chemically modified nickel surface also contains other masses and bonds, for which the collision partners must be chosen afresh. The main input values and results are listed in the numerical output below.

## Computed results

```
Ar mass = 39.950 u; Ni mass = 58.693 u
Ar+ energy = 100.0 eV; speed = 21978 m/s
Centre-of-mass collision energy = 59.50 eV
Ar-Ni limiting fraction gamma = 0.9639
Maximum transfer to Ni = 96.39 eV
Ar energy after head-on collision = 3.61 eV
Ar final head-on velocity = -4176 m/s
Ni head-on recoil velocity = 17802 m/s
Trajectories: b nm, closest nm, theta deg, phi deg, T eV
  0.000, 0.1126, 180.00, 0.00, 96.39
  0.030, 0.1145, 140.94, 19.53, 85.62
  0.080, 0.1268, 81.37, 49.31, 40.96
Rough Ni binding energy used = 4.4 eV
Projectile: mass u, gamma, max T eV, E needed for binding eV
  He: 4.003, 0.2391, 23.91, 18.41
  Ne: 20.180, 0.7616, 76.16, 5.78
  Ar: 39.950, 0.9639, 96.39, 4.56
  Xe: 131.290, 0.8540, 85.40, 5.15
Electron-Ni gamma = 3.739e-05
Electron maximum transfer = 3.739 meV
Oxygen mass = 15.999 u
He-O-Ni two-step fraction = 0.4311
Ar-O-Ni two-step fraction = 0.5499
Best middle mass for He to Ni = 15.33 u
Best He-to-Ni two-step fraction = 0.4313
Temperature = 300 K
Ni thermal velocity component = 206.2 m/s
Max gain, Ni moving away from ion = 96.80 eV
Max gain, Ni moving toward ion = 95.95 eV
Assumed inelastic loss Q = 10.0 eV
Maximum transfer with this loss = 88.10 eV
Maximum transfer if Q is released = 104.33 eV
Relativistic size E/(m c^2) = 2.69e-09
Rough Ni lattice constant = 0.352 nm
Ni row: 6 atoms, spacing 0.2489 nm
Energy lost by Ar to Ni row = 95.54 eV
Peak kinetic energy of first Ni in row = 82.03 eV
```
